Surface Capture of Physisorbed Radicals by an Isolated Circular Recombination Site

Radicals from a downstream plasma reach the flat surface of a dense dielectric. They bind weakly (physisorb), wander over the surface, and either desorb or reach a site where they are lost by recombination. The site is modelled as a disc of radius a, with no other site nearby.

The flux F counts radicals that physisorb, per area and time, and is uniform; it includes radicals that desorbed earlier and came back from the gas. Diffusion is isotropic with coefficient D, and a radical desorbs after a mean time τ. Mobile radicals are too dilute to meet each other. The site stays reactive, and the state is steady. The areal density n is a mean over many repetitions, so it may be far below one radical per site.

**(a) Find the equation for n(r) outside the disc, the density far away, and the natural length of the problem.**

The outward current density is −D n′(r). For a ring between r and r + dr, inflow at the inner circle, inflow at the outer circle, arrival and desorption must add to zero:

−2πrD n′(r) + 2π(r + dr)D n′(r + dr) + (F − n/τ) 2πr dr = 0.

The first two terms combine to 2πD (r n′)′ dr. Division by 2πr dr gives

D(n″ + n′/r) − n/τ + F = 0.

Far from the disc the derivatives vanish, so n → n∞ = Fτ. Multiply the equation by τ/n∞ and define

L = √(Dτ), ρ = r/L, x = a/L, g = n/n∞.

With primes on g denoting d/dρ, the result is

g″ + g′/ρ − g + 1 = 0.

The length L is the diffusion length: in a time τ the mean-square displacement in the plane is 4Dτ = 4L².

**(b) Every radical that reaches the edge is captured. Find n(r) and the rate J of capture by surface diffusion.**

Let w = 1 − g. Then w″ + w′/ρ − w = 0, the modified Bessel equation of order zero. One solution is

K₀(ρ) = ∫₀^∞ exp(−ρ cosh t) dt.

To verify this, differentiate twice under the integral and use cosh²t − 1 = sinh²t:

K₀″ − K₀ = ∫₀^∞ sinh²t exp(−ρ cosh t) dt.

Since sinh t exp(−ρ cosh t) is the t-derivative of −exp(−ρ cosh t)/ρ, integration by parts gives

K₀″ − K₀ = (1/ρ) ∫₀^∞ cosh t exp(−ρ cosh t) dt = −K₀′/ρ.

The boundary terms vanish at both ends, so the equation holds. The last integral is named K₁, and therefore K₀′ = −K₁.

A second, independent solution is I₀(ρ) = (1/π)∫₀^π exp(ρ cos θ) dθ. The same steps with sin²θ = 1 − cos²θ give I₀″ − I₀ = −I₀′/ρ. It grows without limit as ρ increases, whereas K₀ decays. A bounded density therefore requires w = A K₀(ρ).

Perfect capture means g(x) = 0, so A = 1/K₀(x) and

n(r) = Fτ [1 − K₀(r/L)/K₀(a/L)].

The current into the disc is the circumference times the inward current density D n′(a). Because d/dr = (1/L)d/dρ and K₀′ = −K₁,

n′(a) = (Fτ/L) K₁(x)/K₀(x).

With Dτ = L²,

J = 2πaD n′(a) = 2πaLF K₁(a/L)/K₀(a/L).

It is useful to define S = xK₁(x)/K₀(x). Then J = 2πDn∞S, and the diffusive collecting area is J/F = 2πL²S. Radicals that land directly on the disc, if all are captured, add πa²F. The Bessel ratio belongs to the surface-diffusion part of the capture.

A numerical solution of the radial equation, made without Bessel functions, tests S at x = 0.01, 0.110, 1 and 5. Its outer no-flux circle lies 15L beyond the disc edge. The largest relative difference is 2 × 10⁻¹¹.

**(c) Recover J from the desorption that is missing around the site. What does the ratio of K₀ functions mean for one radical?**

In the steady state, radicals that arrive outside the disc and do not desorb must have been captured:

J = ∫ₐ^∞ (F − n/τ) 2πr dr = [2πL²F/K₀(x)] ∫ₓ^∞ ρK₀(ρ) dρ.

The Bessel equation can be written (ρK₀′)′ = ρK₀. The integral is therefore −xK₀′(x) = xK₁(x), since ρK₀′ vanishes at infinity. This gives the same J.

Now let p(r) be the probability that a radical at r is captured before it desorbs. In a short time dt it survives desorption with probability 1 − dt/τ, and its displacement has variance 2D dt along each axis. Averaging p over the displacement gives

p = (1 − dt/τ)(p + D dt ∇²p), so D∇²p = p/τ to first order in dt.

With p(a) = 1 and p → 0 far away, p = K₀(r/L)/K₀(a/L). Thus J = F∫ₐ^∞ p 2πr dr: each landing point contributes according to its chance of capture.

**(d) Find the limits of a small and a large disc.**

For small x, use the integral for K₀. Replacing cosh t by eᵗ/2 changes the exponent by at most x/2, and the integral by no more than x/2. With s = (x/2)eᵗ,

K₀(x) ≈ ∫_{x/2}^∞ e^(−s)/s ds → ln(2/x) − γ_E,

where integration by parts produced γ_E = −∫₀^∞ e^(−s) ln s ds ≈ 0.5772. In K₁ put v = x sinh t, so that dv = x cosh t dt:

xK₁(x) = ∫₀^∞ exp[−√(x² + v²)] dv → 1.

Hence, for a ≪ L,

J → 2πDn∞/[ln(2L/a) − γ_E].

The radius enters through a logarithm. In two dimensions a small absorber is therefore much more effective than its area suggests.

For large x, the integrals come from small t, where cosh t ≈ 1 + t²/2. The ratio K₁/K₀ is the mean of cosh t with weight exp(−x cosh t). This weight is nearly Gaussian with ⟨t²⟩ = 1/x, so K₁/K₀ ≈ 1 + 1/(2x) and

J → F(2πaL + πL²).

The bracket is the area of a ring of width L around the disc, π[(a + L)² − a²]. A large site collects from a rim whose width is one diffusion length.

**(e) Evaluate the capture for oxygen atoms at 300 K and a radical partial pressure of 1 mTorr.**

Take a desorption energy E_des = 0.30 eV, a hopping barrier E_hop = 0.15 eV, an attempt frequency ν = 10¹³ s⁻¹, and hop length h and site radius a both equal to 0.30 nm. The site density is N = 0.01 nm⁻². These are rough values for an oxide-like surface, not data for a particular film.

On a square lattice with total hop rate ν exp(−E_hop/kT), the mean-square displacement grows as h² times the number of hops. Equating it to 4Dt gives

D = (νh²/4) exp(−E_hop/kT) = 6.80 × 10⁸ nm²/s.

With the same prefactor for desorption, τ = exp(E_des/kT)/ν = 1.10 × 10⁻⁸ s. Therefore

L = (h/2) exp[(E_des − E_hop)/(2kT)] = 0.15 nm × exp[0.15/(2 × 0.02585)] = 2.73 nm.

The gas density is p_gas/kT, and the Maxwell average over all atoms of the velocity towards the surface, with receding atoms counted as zero, is √(kT/2πm). If every arriving atom physisorbs,

F = p_gas/√(2πmkT) = 5070 nm⁻² s⁻¹.

Here x = 0.110, K₀ = 2.334 and K₁ = 8.942. Their ratio is 3.831, and S = 0.110 × 3.831 = 0.421. Then

J/F = 2π × (2.73 nm)² × 0.421 = 19.7 nm²,

J = 1.00 × 10⁵ s⁻¹.

Direct landing adds πa² = 0.28 nm², so diffusion supplies about 70 times more radicals. The small-disc logarithm gives S = 0.430, which is 2.2% above the Bessel result.

The mean time between captures is 9.9 × 10⁻⁶ s, about 900 residence times. Captures occur at random times, so a site that stays reactive must become ready for its next radical in a time much shorter than this mean interval. Molecules form at half the total capture rate, because each needs two atoms.

If all sites act independently, the loss probability per arriving radical is

N(J/F + πa²) = 0.01 × (19.71 + 0.28) = 0.20.

**(f) Let the edge be imperfect, with D n′(a) = κn(a). How does J change, and what does an extra reaction barrier of 0.05 eV do?**

Again g = 1 − A K₀(ρ). With β = κa/D the edge condition becomes

A xK₁(x) = β[1 − A K₀(x)], so A = β/[xK₁(x) + βK₀(x)].

Since J = 2πDn∞ A xK₁(x), division of numerator and denominator by K₀ gives

J = 2πDn∞ S/(1 + S/β), or n∞/J = 1/(2πDS) + 1/(2πDβ).

Diffusion and reaction act as resistances in series. For β ≫ S the perfect site returns. For β ≪ S the density is nearly uniform and J → 2πaκn∞.

To connect κ with a barrier, represent the site by a lattice point and its four neighbours. Twelve hop paths lead into this group. A neighbouring point of density n holds nh² radicals, and each hops along a given path at a quarter of the total hop rate, so the path carries a current Dn. A barrier excess ΔE multiplies this current by exp(−ΔE/kT) and adds a resistance [exp(ΔE/kT) − 1]/D. If the twelve paths carry equal currents, their combined added resistance is one twelfth of this. Matching it to 1/(2πDβ) gives

β = 12/{2π[exp(ΔE/kT) − 1]} = 0.323 for ΔE = 0.05 eV.

The diffusive capture falls by the factor 1/(1 + 0.421/0.323) = 0.43. A direct lattice solution, which does not assume equal currents, gives 0.44.

**(g) Sites have neighbours. Replace the infinite plane by a circular cell of area 1/N with no flux through its rim. When does the isolated-site result fail?**

The cell radius is R = 1/√(πN); let X = R/L. Now I₀ is allowed, with I₀′ = I₁:

g = 1 − A K₀(ρ) − B I₀(ρ).

Zero slope at the rim requires A K₁(X) = B I₁(X). Set A = C I₁(X) and B = C K₁(X). The condition g(x) = 0 then fixes

C = 1/[K₀(x)I₁(X) + I₀(x)K₁(X)].

The scaled edge slope x g′(x), which replaces S, is

S_cell = x[K₁(x)I₁(X) − I₁(x)K₁(X)]/[K₀(x)I₁(X) + I₀(x)K₁(X)].

For X → ∞, K₁(X)/I₁(X) vanishes and S_cell → S. In the opposite limit, τ → ∞ at fixed F, D and R, desorption stops. The site then captures everything landing in its cell, and the diffusive area becomes π(R² − a²).

For the example R = 5.64 nm, about twice L. The cell capture is 0.968 of the isolated value, and the loss probability is 0.194 instead of 0.200. The cell stands for evenly spaced sites. Randomly placed sites compete more strongly. Treating the other sites as a uniform extra loss rate 2πND S gives a shorter length, 1/L_eff² = 1/L² + 2πN S(a/L_eff), and a diffusive area 2πL_eff² S(a/L_eff) = 17.0 nm². This is 0.86 of the isolated value, and the loss probability is then about 0.17.

The correction depends strongly on energy. Raise E_des by 0.05 eV with E_hop fixed, and L becomes 7.2 nm. The isolated formula then claims 98 nm² per site, nearly all of the 100 nm² available, while the cell formula gives 60 nm². Randomly placed sites give roughly 50 nm². These three areas ignore encounters between mobile radicals. At this energy and flux the pair estimate of part (h), taken at the density n∞, rises from 0.002 to about 0.075 of the desorption rate, so the dilute assumption begins to fail. For evenly spaced sites the isolated result needs spacings of several L; for randomly placed sites it needs N J/F to be small compared with one.

**(h) Which other approximations matter, and how does the estimate compare with real surfaces?**

Continuum diffusion is doubtful when a equals one hop. A lattice of 161 × 161 points with periodic edges tests it. The five-point site captures 0.973 of the continuum diffusive value, equivalent to a disc of radius 0.280 nm. The equivalent radii given here match the diffusive capture; matching the total with direct landing gives slightly larger radii. A one-point site captures 0.60 of it, equivalent to a radius of 0.058 nm. The radius a must therefore represent the capture geometry; it cannot simply be set to the hop length for every site.

A random walk makes the same point. Of 40,000 walkers started 3.0 nm from the centre of the five-point site, a fraction 0.152 was captured, against 0.157 from the K₀ ratio. The sampling error of the walk is about 0.002, and the exact lattice probability from this point is 0.154, slightly below the value for a disc of radius h.

The remaining estimates concern the diffusive capture:

- Pore wall. On a cylinder of radius 1.0 nm, with the same F, the five-point site captures 0.93 of its value on a plane. Unrolled, the cylinder is a plane with repeated images of the site 6.3 nm apart, and these compete for radicals. A smaller radical supply inside the pore would be a separate reduction.

- Mobile pairs. The separation of two radicals diffuses with 2D, and the pair ends by desorption at rate 2/τ, so its diffusion length is again L. If they react at distance h, the loss rate relative to desorption is 4πL²n∞S(h/L) = 0.002, with n∞ = 5.6 × 10⁻⁵ nm⁻². At fixed temperature this ratio is proportional to F while it remains small.

- Tunnelling. The standard Wigner estimate for a parabolic barrier, taken here without derivation, multiplies the hop rate by 1 + (h_P ν/kT)²/24 = 1.11, where h_P is Planck's constant and the barrier frequency is set equal to ν. At fixed τ the capture rises by 8.5%. This choice of frequency is generous: a sinusoidal potential with barrier 0.15 eV and period 0.30 nm gives an oxygen atom a barrier frequency of 2.2 × 10¹² s⁻¹, a factor 1.005, and a rise of only 0.4%.

- Temperature. At 400 K, with the energies and prefactors fixed, L falls to 1.32 nm and the diffusive area to 6.4 nm². Desorption has the larger activation energy, so heating shortens the path travelled before it. The fall in area holds for a perfect edge; with an edge barrier of 0.16 eV the diffusive area of the five-point site stays near 0.2 nm² at both temperatures.

For silica-like surfaces near room temperature, reported oxygen-atom loss probabilities are often far below 0.20. The range 10⁻⁴ to 10⁻² is used here as a rough guide, not derived; measured values depend strongly on the material and on the state of its surface. The perfect, permanently reactive site is one assumption open to doubt. With the 0.05 eV barrier on edge capture, the isolated-site estimate becomes 0.01 × (19.71 × 0.434 + 0.28) = 0.09. In the resistance model of part (f), a hundredfold drop of the diffusive part requires S/β = 99, hence ΔE ≈ 0.16 eV at the same site density. With direct landing unchanged, the loss probability at the sites is then 0.01 × (0.20 + 0.28) = 0.005. Mobile pairs are no longer negligible at this level: if they react at distance h, they add 0.002 at this flux, giving about 0.007, inside the range just quoted. Values below about 0.003 (0.0045 if the direct area is that of the five-point site, 5h² = 0.45 nm²) cannot be reached by an edge barrier alone at this site density, because direct landings would also have to be captured imperfectly. A modest barrier could thus account for much of the difference, but this does not show that it does: fewer active sites or blocked sites would also lower the loss. Carbon-containing low-k films add another process outside the model, because oxygen atoms also react with their methyl groups. The numerical output below lists the inputs and the main computed values; it does not include the random-site estimates, the 0.16 eV barrier case, the sinusoidal barrier frequency or the lattice probability 0.154.

Computed results

```
Temperature: 300 K; kT: 0.02585 eV
O-atom partial pressure: 1.0 mTorr; mass: 15.999 u
Desorption energy: 0.30 eV; hopping barrier: 0.15 eV
Attempt frequency: 1.0e+13 1/s; hop length: 0.30 nm
Site radius a: 0.30 nm; site density: 0.010 1/nm^2
Arrival flux F: 5070.4 1/(nm^2 s)
Diffusion coefficient D: 6.7966e+08 nm^2/s
Residence time tau: 1.0959e-08 s
Diffusion length L: 2.7292 nm; a/L: 0.10992
Far radical density F tau: 5.5567e-05 1/nm^2
K0(a/L): 2.33396; K1(a/L): 8.94184; K1/K0: 3.83118
Scaled edge slope S: 0.42113
Diffusive capture rate J: 9.9933e+04 1/s
Direct capture rate: 1.4336e+03 1/s
Total capture rate: 1.0137e+05 1/s
Mean time between captures: 9.8652e-06 s
Diffusive collecting area J/F: 19.709 nm^2
Direct collecting area: 0.2827 nm^2
Ratio diffusive/direct: 69.71
Loss probability, isolated sites: 0.1999
S from small-disc logarithm: 0.43031; relative error: +0.0218
Largest relative error, radial solution: 2.1e-11
Capture probability from 3.0 nm, K0 ratio: 0.1568
Capture probability from 3.0 nm, random walk: 0.1519
Cell radius: 5.642 nm; cell area: 100.0 nm^2
Neighbouring sites, capture cell/isolated: 0.9681
Loss probability, cell model: 0.1936
Five-site lattice trap, capture/continuum: 0.9732
Five-site trap, equivalent radius: 0.2798 nm
One-site lattice trap, capture/continuum: 0.5988
One-site trap, equivalent radius: 0.0584 nm
Extra reaction barrier: 0.05 eV; beta: 0.3227
Capture with/without barrier, lattice: 0.4373
Capture with/without barrier, resistance sum: 0.4339
Pore radius: 1.003 nm; capture pore/plane: 0.9318
Mobile-pair loss rate/desorption rate: 2.190e-03
Wigner factor on hop rate: 1.1066
Capture with/without Wigner factor: 1.0850
Desorption energy raised by 0.05 eV, L: 7.178 nm
Raised energy, isolated collecting area: 98.00 nm^2
Raised energy, cell collecting area: 59.86 nm^2
At 400 K, L: 1.3214 nm; diffusive area: 6.355 nm^2
```
